# The Landau–Zener Probability by Continuation Around the Complex Crossing Point

A molecular dynamics calculation that reaches an avoided crossing has to decide whether the nuclei can be kept on one adiabatic surface or whether a change of adiabatic state must be allowed for. The decision rests on the probability $P$ that one passage transfers the system from one adiabatic state to the other. If the crossing is passed once and $P$ is below the error that the calculation can tolerate in the populations after the passage, one adiabatic surface is enough for those populations; the losses of repeated passages must be counted together, and since the amplitudes of two coherent passages add, their loss can reach about $4P(1-P)$ rather than $2P$. If instead $1-P$ is below that error, the system can be followed on a single diabatic state. $P$ describes the outcome only. Inside the crossing region the other state is temporarily more populated: for $P=0.010$ the upper adiabat reaches about $0.045$ before it falls back. Between these limits both states have to be carried. For straight diabatic energies crossed at constant speed,

$$P=\exp\left(-\frac{2\pi V^2}{\hbar v\,\Delta F}\right), \qquad (1)$$

where $V$ is the diabatic coupling, $v$ the speed and $\Delta F$ the difference of the diabatic forces, for motion along one coordinate. With several coordinates the product $v\,\Delta F$ is replaced by $|\mathbf v\cdot\Delta\mathbf F|$, the rate at which the diabatic energy difference changes along the path.

The nuclei are treated as a classical path $x=vt$, with $t$ running from $-\infty$ to $+\infty$. The diabatic energies are $W_1=-F_1x$ and $W_2=-F_2x$, and $V$ is real and constant. The states are labelled so that $F_2>F_1$, hence $\Delta F=F_2-F_1$ and

$$W_1-W_2=\alpha t,\qquad \alpha=v\,\Delta F>0 .$$

State 1 is therefore the lower diabat before the crossing and the upper one after it. A system that stays on diabat 1 has moved from the lower adiabat to the upper. So $P$ is the probability of keeping the diabatic state and changing the adiabatic one, and $1-P$ is the probability of the reverse.

The amplitudes obey $i\hbar\dot a_1=W_1a_1+Va_2$ and $i\hbar\dot a_2=Va_1+W_2a_2$. The mean energy $\bar W=(W_1+W_2)/2$ multiplies both amplitudes by the same phase. Writing $a_k=c_k\exp(-\tfrac{i}{\hbar}\int\bar W\,dt)$ removes it and leaves diagonal energies $\pm\alpha t/2$. This is why only the difference of the forces enters (1). Now set

$$\tau=t\sqrt{\alpha/\hbar},\qquad g=\frac{V}{\sqrt{\hbar\alpha}} .$$

Then $i\hbar\,d/dt=i\sqrt{\hbar\alpha}\,d/d\tau$ and $\alpha t/2=\sqrt{\hbar\alpha}\,\tau/2$. Division by $\sqrt{\hbar\alpha}$ gives, with a prime for $d/d\tau$,

$$ic_1'=\tfrac{\tau}{2}c_1+gc_2,\qquad ic_2'=gc_1-\tfrac{\tau}{2}c_2. \qquad (2)$$

One number, $g$, controls the problem, and (1) reads $P=e^{-2\pi g^2}$.

The adiabatic energies are the eigenvalues of the matrix in (2), $\pm\tfrac12\sqrt{\tau^2+4g^2}$. They do not meet at any real time, but they do meet at the complex times $\tau=\pm2ig$. These are branch points of the square root: a path that passes on the far side of one of them, as seen from the real axis, arrives on the other energy sheet. The coefficients of (2) are polynomials in $\tau$, so its solutions have no singularity at any finite $\tau$. Evolution from $-R$ to $R$ along the real axis and continuation over a large arc in the complex plane therefore give the same final amplitudes. On the arc $|\tau|$ is large everywhere, and the solution may be simple there.

To find its form, eliminate $c_2$. Differentiating the first equation of (2) gives

$$ic_1''=\tfrac12c_1+\tfrac{\tau}{2}c_1'+gc_2' .$$

The second equation gives $gc_2'=-ig^2c_1+\tfrac{i\tau}{2}gc_2$, and the first gives $gc_2=ic_1'-\tfrac{\tau}{2}c_1$. Hence

$$gc_2'=-ig^2c_1-\tfrac{\tau}{2}c_1'-\tfrac{i\tau^2}{4}c_1 .$$

The terms in $c_1'$ cancel. Multiplication by $-i$ leaves

$$c_1''+\left(\tfrac{\tau^2}{4}+g^2+\tfrac{i}{2}\right)c_1=0. \qquad (3)$$

For large $|\tau|$ try $c_1=\tau^{\nu}e^{-i\tau^2/4}$. Its logarithmic derivative is $L=-i\tau/2+\nu/\tau$, and

$$\frac{c_1''}{c_1}=L^2+L'=-\frac{\tau^2}{4}-i\nu-\frac{i}{2}+O(\tau^{-2}).$$

Equation (3) then requires $-i\nu+g^2=0$, so $\nu=-ig^2$. With the opposite sign in the Gaussian, $c_1=\tau^{\mu}e^{i\tau^2/4}$, the same calculation gives $i\mu+i+g^2=0$, so $\mu=-1+ig^2$. The two asymptotic solutions are

$$\tau^{-ig^2}e^{-i\tau^2/4},\qquad \tau^{-1+ig^2}e^{i\tau^2/4}. \qquad (4)$$

The partner amplitude follows from $gc_2=ic_1'-\tfrac{\tau}{2}c_1$. For the first solution it is $c_2\simeq(g/\tau)c_1$, which vanishes at large $|\tau|$. For the second it is $c_2\simeq-(\tau/g)c_1$, which has constant modulus. The first solution is thus population on diabat 1 and the second is population on diabat 2. A system that starts on diabat 1 contains only the first at $\tau\to-\infty$.

Now put $\tau=Re^{i\theta}$ and let $\theta$ run from $\pi$ down to $0$ over the upper half-plane. The Gaussian factor has the same value at $\tau=-R$ and $\tau=R$. The power does not:

$$\tau^{-ig^2}=\exp[-ig^2(\ln R+i\theta)]=e^{-ig^2\ln R}\,e^{g^2\theta}.$$

Its modulus falls from $e^{\pi g^2}$ to $1$. If the first form in (4) holds along the arc,

$$\left|\frac{c_1(+\infty)}{c_1(-\infty)}\right|=e^{-\pi g^2},\qquad P=e^{-2\pi g^2}. \qquad (5)$$

The complex crossing enters through the adiabatic energy. For $|\tau|>2g$, the branch that agrees with diabat 1 has the convergent expansion

$$E(\tau)=\frac{\tau}{2}\sqrt{1+\frac{4g^2}{\tau^2}}=\frac{\tau}{2}+\frac{g^2}{\tau}+\frac{e_3}{\tau^3}+\frac{e_5}{\tau^5}+\cdots ,$$

with constants $e_3,e_5,\dots$. It is negative at $-R$ and positive at $R$, so the arc has changed the sheet. In the dynamical factor $\exp(-i\int E\,d\tau)$, every term except $g^2/\tau$ integrates to an even power of $\tau$, which is equal at the two ends. What remains is

$$-i\int_{\rm arc}E\,d\tau=-ig^2\int_{\pi}^{0}i\,d\theta=-\pi g^2. \qquad (6)$$

This is the logarithm of the amplitude ratio in (5), and it is independent of $R$ as long as $R>2g$. If $R<2g$, the arc passes below the branch point. The energy stays on its original sheet, the arc can be shrunk to the real axis, the integral of $E$ is real, and the factor has modulus one. The exponential loss thus comes from passing around the crossing point.

It remains to show that the first form in (4) may be carried along the upper arc. This needs proof, because the second exponential could appear on the way and outgrow the first. An exact solution settles it. Write $c_1=e^{-i\tau^2/4}A$ and $c_2=e^{-i\tau^2/4}B$. Since $i(e^{-i\tau^2/4})'=\tfrac{\tau}{2}e^{-i\tau^2/4}$, equations (2) become

$$iA'=gB,\qquad gA=iB'+\tau B. \qquad (7)$$

Differentiating the second and using the first, $-ig^2B=iB''+\tau B'+B$, or $B''=i\tau B'+(i-g^2)B$. Let $z=\kappa\tau$ with $\kappa=e^{-3\pi i/4}$, so that $\kappa^2=i$, and let $p=ig^2$. Then $B''=i\,B_{zz}$ and $\tau B'=zB_z$. Division by $i$ gives

$$B_{zz}=zB_z+(1+p)B. \qquad (8)$$

A solution is

$$B=I(z)=\int_0^\infty s^pe^{-s^2/2-zs}\,ds .$$

Indeed, differentiation under the integral gives

$$I_{zz}-zI_z=\int_0^\infty s^{p+1}(s+z)e^{-s^2/2-zs}ds=(1+p)I,$$

where the last step is an integration by parts, because $(s+z)e^{-s^2/2-zs}$ is minus the $s$-derivative of the exponential. The boundary terms vanish since $|s^{p+1}|=s$. From (7), $gA=i\kappa I_z+(z/\kappa)I$. Since $\kappa^4=-1$, $i\kappa=\kappa^3=-1/\kappa$, and therefore

$$gA=e^{3\pi i/4}M,\qquad M=zI-I_z=\int_0^\infty s^p(z+s)e^{-s^2/2-zs}\,ds. \qquad (9)$$

On the upper arc $\arg z=\theta-3\pi/4$ runs from $\pi/4$ to $-3\pi/4$. The integration ray may be turned to $s=\sigma e^{i\varphi}$ with $|\varphi|<\pi/4$, because $e^{-s^2/2}$ still decays there. The choice $\varphi=-\tfrac13\arg z$ makes $|\arg(zs)|=\tfrac23|\arg z|<\pi/2$ for every point of the arc except $\theta=0$. Then $e^{-zs}$ decays, the integral comes from $|s|\sim1/R$, and $e^{-s^2/2}$ can be expanded. With $\int s^qe^{-zs}ds=\Gamma(q+1)z^{-q-1}$,

$$M=\Gamma(1+p)z^{-p}\left[1+\frac{p+1}{z^2}-\frac{(p+1)(p+2)}{2z^2}+\cdots\right]=\Gamma(1+p)z^{-p}\left[1-\frac{p(p+1)}{2z^2}+\cdots\right]. \qquad (10)$$

Likewise $I\simeq\Gamma(1+p)z^{-1-p}$. At $\theta=\pi$ this vanishes as $R\to\infty$, so the solution does start on diabat 1. Along the arc $M\propto z^{-p}\propto\tau^{-ig^2}$, as assumed.

The end point $\theta=0$, where $-z=Re^{i\pi/4}$, needs a separate contour. The path from $0$ to $+\infty$ can be replaced by two pieces in the upper half of the $s$-plane. The first is the ray $\arg s=3\pi/4$, on which $zs=R\sigma$ is positive. The second is the horizontal line $s=-z+\xi$, with $\xi$ real from $-\infty$ to $\infty$. The pieces join at infinity on the left, where the integrand vanishes, and no singularity is crossed if the cut of $s^p$ is placed in the lower half-plane. The ray reproduces (10). On the line the exponent is $-s^2/2-zs=z^2/2-\xi^2/2$, and $z+s=\xi$, so its contributions are

$$I_{\rm line}=e^{z^2/2}\int_{-\infty}^{\infty}(-z+\xi)^pe^{-\xi^2/2}d\xi\simeq\sqrt{2\pi}\,(-z)^pe^{z^2/2}, \qquad (11)$$

$$M_{\rm line}=e^{z^2/2}\int_{-\infty}^{\infty}(-z+\xi)^p\,\xi\,e^{-\xi^2/2}d\xi\simeq\sqrt{2\pi}\,p\,(-z)^{p-1}e^{z^2/2}.$$

Here $z^2=iR^2$, so $|e^{z^2/2}|=1$. The second exponential has indeed appeared, but in $c_1$ it is of order $1/R$ and vanishes in the limit. This proves (5) for every $g$.

For $g^2=0.1367$, the value in the example below, numerical quadrature of $M$ shows these orders. The deviation of $M$ relative to $\Gamma(1+p)z^{-p}$ at $\theta=90^\circ$ is $1.08\times10^{-3}$ for $R=8$ and $2.70\times10^{-4}$ for $R=16$, a fall by four. At $\theta=0$ it is $0.054$ and $0.027$, a fall by two.

The direction of the arc matters. Continuing the power through the lower half-plane, with $\theta$ from $\pi$ to $2\pi$, would give a ratio $e^{+\pi g^2}$ and a probability above one. The reason for the failure is visible in (11): the final state contains the second exponential with a nonzero coefficient. In the lower right quadrant $|e^{i\tau^2/4}|=\exp(-\tfrac14R^2\sin2\theta)$ is large while the first exponential is small, so the first form in (4) does not describe the solution there.

The same integral gives the population that reaches diabat 2. The modulus of $z^{-p}$ is $e^{g^2\arg z}$, so (9) and (10) give $|c_1(-\infty)|=|\Gamma(1+p)|e^{\pi g^2/4}/g$. From (11), $|c_2(+\infty)|=\sqrt{2\pi}\,e^{-\pi g^2/4}$. The normalized population is

$$\left|\frac{c_2(+\infty)}{c_1(-\infty)}\right|^2=\frac{2\pi g^2e^{-\pi g^2}}{|\Gamma(1+ig^2)|^2}=2e^{-\pi g^2}\sinh(\pi g^2)=1-e^{-2\pi g^2}.$$

The second equality uses the reflection formula $\Gamma(1+p)\Gamma(1-p)=\pi p/\sin\pi p$, which for $p=ig^2$ is $|\Gamma(1+ig^2)|^2=\pi g^2/\sinh\pi g^2$. The two populations add to one, as the Hermitian matrix in (2) requires.

The exponent can also be written as an action up to the complex crossing. At $t=iy$ the adiabatic gap is $\sqrt{4V^2-\alpha^2y^2}$, which closes at $y_c=2V/\alpha$. With $y=y_c\sin u$,

$$S=\int_0^{y_c}\sqrt{4V^2-\alpha^2y^2}\,dy=\frac{4V^2}{\alpha}\int_0^{\pi/2}\cos^2u\,du=\frac{\pi V^2}{\alpha},\qquad P=e^{-2S/\hbar}. \qquad (12)$$

The action by itself does not fix the factor in front of the exponential. The exact solution shows that this factor is one in the linear model, at weak coupling as well as strong.

In the weak-coupling or fast limit, $1-P\simeq2\pi g^2$. First-order perturbation theory gives the same: the transferred amplitude has modulus $g\,|\int e^{-i\tau^2/2}d\tau|=g\sqrt{2\pi}$. In the slow limit the system follows its adiabat, and the loss $P=\exp(-\text{const}/v)$ vanishes faster than any power of $v$. For one passage, a treatment on a single adiabatic surface with tolerated population error $\eta$ therefore requires $2\pi V^2/(\hbar v\Delta F)>\ln(1/\eta)$.

As an example take the round model values $V=0.03$ eV, $F_1=-0.4$ eV/Å, $F_2=0.6$ eV/Å and $v=1000$ m/s $=0.010$ Å/fs. The smallest adiabatic gap is $2V=0.06$ eV. With $\hbar=0.6582$ eV fs and $\Delta F=1.0$ eV/Å,

$$\hbar v\Delta F=0.6582\times0.010\times1.0=6.582\times10^{-3}\ {\rm eV^2},$$

$$g^2=\frac{(0.03)^2}{6.582\times10^{-3}}=0.1367,\qquad P=e^{-2\pi\times0.1367}=e^{-0.859}=0.424 .$$

The adiabats cross at $t=i\,2V/(v\Delta F)=6.0\,i$ fs, or $x=0.06\,i$ Å, and the action in (12) is $S/\hbar=0.430$. In one passage at this constant speed 42% of the population leaves the adiabat, so a calculation on one surface would be wrong at leading order. The lower arc would have given the impossible value $e^{0.859}=2.36$.

The two-level equations can be integrated without any of this analysis. A numerical integration has a finite range, $-T<\tau<T$, and the choice of end states decides its accuracy. In the diabatic basis the omitted tail of the coupling is $g\int_T^\infty e^{-i\tau^2/2}d\tau$. One integration by parts shows that its modulus is about $\varepsilon=g/T$. In the adiabatic basis the states rotate through an angle $\chi$ with $\tan2\chi=2g/\tau$, so the coupling is

$$\chi'=-\frac{g}{\tau^2+4g^2}$$

and the phase advances at the rate $\sqrt{\tau^2+4g^2}$. The tail is then about $|\chi'|$ divided by this rate, $\varepsilon=g/T^3$. Each end can change the amplitude $\sqrt P$ by at most about $\varepsilon\sqrt{1-P}$. With two ends the error is bounded, to leading order, by

$$|\delta P|\lesssim4\varepsilon\sqrt{P(1-P)} .$$

Terms of order $\varepsilon^2$ are left out, so the estimate needs $\varepsilon\ll\sqrt P$; when $P$ is small and the range short, the error can exceed it.

For the example, an adaptive eighth-order Runge–Kutta integration of (2) that starts and ends on diabatic states gives $0.447$, $0.453$ and $0.410$ for $T=10$, $20$ and $40$. The error is not monotonic: the tail carries a phase near $T^2/2$, so its effect on $P$ can take either sign. With adiabatic end states the same ranges give $0.42421$, $0.42359$ and $0.42352$, against $0.42353$ from (1).

The original equations, with their unequal slopes and in physical units, were integrated in the same way from $x=-4$ Å to $x=4$ Å between adiabatic end states:

| $v$ (m/s) | $P$, integrated | $P$, equation (1) |
|---:|---:|---:|
| 250 | 0.0322 | 0.0322 |
| 500 | 0.1794 | 0.1794 |
| 1000 | 0.4235 | 0.4235 |
| 2000 | 0.6508 | 0.6508 |
| 4000 | 0.8067 | 0.8067 |

A sixteenfold increase in speed takes this crossing from nearly adiabatic to mostly diabatic. The constant speed in these numbers is imposed, and real nuclei keep it only if their kinetic energy is large compared with the change of the diabatic energies across the crossing region. A mass of 12 amu at 1000 m/s, or 200 amu at 250 m/s, carries about 0.06 eV. Diabat 1 rises by 0.4 eV/Å and would stop such nuclei about 0.16 Å past the crossing and send them back through it, so those entries do not apply to them. For 40 amu at 1000 m/s the kinetic energy is 0.21 eV and the turning point lies at 0.52 Å.

For real potential curves, (1) is an approximation whose quality depends on the crossing region. Two lengths set the size of that region: $2V/\Delta F$, over which the adiabatic states change character, and $\sqrt{\hbar v/\Delta F}$, the distance that corresponds to one unit of $\tau$. Here they are 0.06 Å and 0.081 Å. Over several times the larger of them the diabats must be nearly straight, and $V$ and $v$ nearly constant. This keeps the absolute error in $P$ small. When $P$ itself is small, a slight change in the exponent still alters it by a sizeable fraction. Near a classical turning point the speed changes strongly within the region and the path $x=vt$ is no longer a valid description, so inserting the small local speed into (1) is not justified. If the nuclei return through the crossing, the amplitudes of the two passages add with their phases. Equation (1) supplies the modulus for one passage but not those phases, and it cannot by itself give the final population.
